# Poles, residues and loss of positivity in the coupled-cluster Green's function, part 2

The coupled-cluster Green's function $G_{pq}(z)$ is built from distinct bra and ket states, and the question is what its poles and residues are and whether the residues are symmetric and positive. Hartree atomic units are used. In a finite basis of real orthonormal spin orbitals $\phi_p$, $i,j,k,l,m$ are occupied and $a,b,c,d$ virtual in the $N$-electron determinant $|\Phi\rangle$; $p,q$ are either, and $k$ also numbers eigenstates. $H$ is real symmetric.

$T=\sum_\mu t_\mu\tau_\mu$ and $\Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger$ contain excitation ranks 1 to $n$ (CCSD: $n=2$), with real amplitudes antisymmetric in each index pair. Write $|\mu\rangle=\tau_\mu|\Phi\rangle$, $\bar O=e^{-T}Oe^{T}$, $|\Psi\rangle=e^{T}|\Phi\rangle$, $\langle\Lambda|=\langle\Phi|(1+\Lambda)$, $\langle\tilde\Psi|=\langle\Lambda|e^{-T}$. The amplitudes obey $\langle\mu|\bar H|\Phi\rangle=0$ and

$$\bar H|\Phi\rangle=E_{\rm CC}|\Phi\rangle+|Q\rangle,\tag{2}$$

$$\langle\Phi|(1+\Lambda)[\bar H,\tau_\nu]|\Phi\rangle=0,\tag{3}$$

where $|Q\rangle$ has only ranks above $n$. $\langle\Lambda|$ is a left eigenvector of $\bar H$ projected on ranks 0 to $n$.

$P^-$ projects on $(N-1)$-electron determinants with at most $n$ holes (h), $P^+$ on $(N+1)$-electron determinants with at most $n$ particles (p). With

$$M^\mp=P^\mp(\bar H-E_{\rm CC})P^\mp,$$

$$b_p=\bar a_p|\Phi\rangle,\quad c_q=\overline{a_q^\dagger}|\Phi\rangle,\quad e_q=\langle\Lambda|\overline{a_q^\dagger}P^-,\quad f_p=\langle\Lambda|\bar a_pP^+,$$

$$G_{pq}(z)=f_p\,(z-M^+)^{-1}c_q+e_q\,(z+M^-)^{-1}b_p .\tag{6}$$

The first term is attachment ($+$), the second ionization ($-$). The retarded function is $G(\omega+i\eta)$, $\eta>0$. The projectors cut nothing from $b_p$ and $c_q$; in CCSD, $e_m$ loses 3h2p and $f_a$ 3p2h components. The CCSD components are

$$b_i(k)=\delta_{ik},\quad b_i(kl,d)=0,\quad b_a(k)=t_k^a,\quad b_a(kl,d)=t_{kl}^{ad},$$

$$c_a(c)=\delta_{ac},\quad c_a(cd,l)=0,\quad c_m(c)=-t_m^c,\quad c_m(cd,l)=-t_{ml}^{cd}.$$

$$e_c(k)=\lambda_c^k,\qquad e_c(kl,d)=\lambda_{cd}^{kl}.$$

$$e_m(k)=\delta_{mk}-\sum_at_m^a\lambda_a^k-\tfrac12\sum_{jab}t_{mj}^{ab}\lambda_{ab}^{kj},\qquad e_m(kl,d)=\delta_{mk}\lambda_d^l-\delta_{ml}\lambda_d^k-\sum_at_m^a\lambda_{ad}^{kl}.$$

$$f_i(c)=-\lambda_c^i,\qquad f_i(cd,l)=-\lambda_{cd}^{il}.$$

$$f_a(c)=\delta_{ac}-\sum_it_i^a\lambda_c^i-\tfrac12\sum_{ijb}t_{ij}^{ab}\lambda_{cb}^{ij},\qquad f_a(cd,l)=\delta_{ac}\lambda_d^l-\delta_{ad}\lambda_c^l-\sum_it_i^a\lambda_{cd}^{il}.$$

Numerical poles quoted below are for CCSD on linear H$_4$, spacing 1.50 Å, STO-3G.

## 7. Poles and residues

Assume $M$ (either sector, dimension $D$) is diagonalizable. Collect the right eigenvectors, $MR_k=\Omega_kR_k$, as the columns of an invertible matrix $\mathsf R$, and let $L_k$ be the rows of $\mathsf R^{-1}$. From $\mathsf R^{-1}M=\mathrm{diag}(\Omega)\mathsf R^{-1}$, $\mathsf R^{-1}\mathsf R=1$ and $\mathsf R\mathsf R^{-1}=1$,

$$L_kM=\Omega_kL_k,\qquad L_kR_l=\delta_{kl},\qquad\sum_kR_kL_k=1 .$$

Then $(z\pm M)^{-1}=\sum_kR_kL_k/(z\pm\Omega_k)$, which is verified by applying $z\pm M$ from the left. Equation (6) becomes

$$G_{pq}(z)=\sum_k\frac{Z^{+,k}_{pq}}{z-\Omega_k^+}+\sum_k\frac{Z^{-,k}_{pq}}{z+\Omega_k^-},\tag{9}$$

$$Z^{+,k}_{pq}=(f_pR_k)(L_kc_q),\qquad Z^{-,k}_{pq}=(L_kb_p)(e_qR_k).\tag{10}$$

The poles lie at $+\Omega_k^+$ and $-\Omega_k^-$. Each residue has the form $Z_{pq}=x_py_q$, where $x$ is the amplitude carrying the annihilator index and $y$ the one carrying the creator index. These are the two Dyson amplitudes of the state. For ionization $x_p=L_kb_p$ is built from $T$ and the left eigenvector, and $y_q=e_qR_k$ from $\Lambda$, $T$ and the right eigenvector; for attachment the roles are exchanged. Under $R_k\to sR_k$, $L_k\to L_k/s$, so $x$ and $y$ scale inversely and only their product is defined.

Several qualifications belong to the statement that the poles are the EOM eigenvalues.

An eigenvalue is a pole only if both $x$ and $y$ are nonzero. For a closed-shell reference with singlet $T$ and $\Lambda$, $\bar H$ commutes with total spin, and so do $P^\mp$, since the numbers of holes and particles do not depend on spin orientation. The operators $\bar a_p$ and $\overline{a_q^\dagger}$ carry spin $\tfrac12$ and act on singlets, so $b$, $c$, $e$, $f$ are pure doublets. The 2h1p and 2p1h spaces have three open shells and contain quartets. A quartet $R_k$ has $e_qR_k=0$, and it is absent from $G$. Spatial symmetry acts in the same way on the orbital indices: $x_p$ and $y_q$ vanish unless the orbital belongs to the representation that connects the neutral state to state $k$.

For a $g$-fold degenerate eigenvalue the residue is a sum of $g$ terms $xy^T$, and only the sum is defined. Left and right vectors obtained from separate iterative solutions must then be biorthonormalized within the block: if $S_{kl}=L_kR_l$, replace $L$ by $S^{-1}L$.

Because $M$ is real and not symmetric, eigenvalues may occur as complex-conjugate pairs with conjugate residues. One member of the pair lies in the upper half plane, so the retarded function is not analytic there, and its counterpart in time grows exponentially. Where two real eigenvalues meet before becoming complex, $M$ is in general defective. A Jordan block $M=\Omega+\mathsf N$ with $\mathsf N^2=0$ has $(z+M)^{-1}=(z+\Omega)^{-1}-\mathsf N(z+\Omega)^{-2}$, a double pole. Close to such a point the two right eigenvectors are nearly parallel, the rows of $\mathsf R^{-1}$ are large and nearly opposite, and the two residues are large and nearly cancel. Equation (6) stays valid there; the expansion (9) becomes ill-conditioned.

## 8. Sum rules and the density matrix

Summing (10) over $k$ with $\sum_kR_kL_k=1$ gives $\sum_kZ^{-,k}_{pq}=e_qb_p=\langle\Lambda|\overline{a_q^\dagger}P^-\bar a_p|\Phi\rangle$. Since $P^-b_p=b_p$, the projector can be dropped, and likewise for attachment:

$$\sum_kZ^{-,k}_{pq}=\langle\tilde\Psi|a_q^\dagger a_p|\Psi\rangle\equiv\gamma_{qp},\qquad\sum_kZ^{+,k}_{pq}=\langle\tilde\Psi|a_pa_q^\dagger|\Psi\rangle=\delta_{pq}-\gamma_{qp}.\tag{11}$$

The total weight is $\delta_{pq}$, $G(z)\to1/z$ at large $|z|$, and the traces of the ionization residues add up to $N$, because the number operator commutes with $T$. The discarded parts of the left vectors do not disturb these rules, since they are orthogonal to the right vectors. The argument does not extend to the first moment. There $e_qM^-b_p$ contains $P^-$ between $\overline{a_q^\dagger}$ and $(\bar H-E_{\rm CC})b_p$, the latter leaves the projected space, and for occupied $q$ the discarded 3h2p part would contribute. The Galitskii–Migdal energy formula, which uses this moment, is not guaranteed to return $E_{\rm CC}$.

The identity $e_qb_p+f_pc_q=\delta_{pq}$ checks the signs of Section 5. For $p=a$, $q=c$, $e_cb_a=\sum_k\lambda_c^kt_k^a+\tfrac12\sum_{kld}\lambda_{cd}^{kl}t_{kl}^{ad}$ cancels the two sums in $f_ac_c=f_a(c)$. For $p=i$, $q=m$, $f_ic_m=\sum_c\lambda_c^it_m^c+\tfrac12\sum_{cdl}\lambda_{cd}^{il}t_{ml}^{cd}$ cancels the two sums in $e_mb_i=e_m(i)$. For $p=i$, $q=c$, $e_cb_i=\lambda_c^i=-f_ic_c$. For $p=a$, $q=m$,

$$e_mb_a=t_m^a+\sum_{ld}\lambda_d^lt_{ml}^{ad}-\sum_{kb}t_m^b\lambda_b^kt_k^a-\tfrac12\sum_{kjbc}t_{mj}^{bc}\lambda_{bc}^{kj}t_k^a-\tfrac12\sum_{klbd}t_m^b\lambda_{bd}^{kl}t_{kl}^{ad},\tag{12}$$

and $f_ac_m=-\sum_cf_a(c)t_m^c-\sum_{c<d,l}f_a(cd,l)t_{ml}^{cd}$ yields the same five terms with opposite signs.

The two mixed blocks of the summed ionization residue are therefore $\lambda_a^m$ at position $(m,a)$ and expression (12) at position $(a,m)$. No equation of CCSD makes them equal. If they differ, a sum of residues is unsymmetric, and at least one residue must be unsymmetric.

They do agree at low order. Split $H=F+V$ with a canonical Hartree–Fock reference, so that $[F,\tau_\mu]=\Delta_\mu\tau_\mu$ with $\Delta_\mu$ the orbital-energy difference, and $\langle S|V|\Phi\rangle=0$ for every single $S$ (Brillouin's theorem). At first order the doubles equations are $\Delta_Dt_D+\langle D|V|\Phi\rangle=0$ and, from (3), $\langle\Phi|V|D\rangle+\lambda_D\Delta_D=0$, so $\lambda_D=t_D$. At second order the singles equations are $\Delta_St_S+\sum_D\langle S|V|D\rangle t_D=0$ and $\lambda_S\Delta_S+\sum_D\lambda_D\langle D|[V,\tau_S]|\Phi\rangle=0$. In the latter $\langle D|\tau_SV|\Phi\rangle$ needs a singles component of $V|\Phi\rangle$ and vanishes; the remaining term $\langle\Phi|[\bar H,\tau_S]|\Phi\rangle$ starts with $\langle\Phi|V|S\rangle=0$ and continues with $VT_1$, which is of third order, while $VT_2\tau_S$ cannot return a triple to $\Phi$. Hence $\lambda_S=t_S$ at second order. All other terms of (12) are of third order or higher, and the asymmetry of the occupied–virtual block begins no earlier than third order.

## 9. An unsymmetric residue has a negative direction

Take a real nondegenerate pole, for which $x$ and $y$ can be chosen real, both nonzero. Let $\hat x$, $\hat y$ be the unit vectors, $\cos\theta=\hat x\cdot\hat y$, and $\rho=|x||y|$, which does not depend on the scaling of $R_k$. Split $Z=xy^T=S+K$ with $S=\tfrac12(xy^T+yx^T)$ and $K=\tfrac12(xy^T-yx^T)$.

$Z$ is symmetric if and only if $x$ and $y$ are parallel or antiparallel. If $y=sx$, then $Z=sxx^T$. Conversely, $K=0$ applied to $y$ gives $x|y|^2=y\,(x\cdot y)$, which makes $x$ a multiple of $y$.

For a real normalized orbital $v=\sum_pv_p\phi_p$ the weight of the pole in $G_{vv}=v^TGv$ is $v^TZv=(v\cdot x)(v\cdot y)=v^TSv$, since $v^TKv=0$. The eigenvectors of $S$ in the plane of $x$ and $y$ follow from

$$S(\hat x\pm\hat y)=\tfrac\rho2\left[\hat x(\cos\theta\pm1)+\hat y(1\pm\cos\theta)\right]=\tfrac\rho2(\cos\theta\pm1)(\hat x\pm\hat y),$$

and vectors orthogonal to both $x$ and $y$ have eigenvalue zero. Thus

$$\lambda_+=\tfrac12(x\cdot y+\rho)=\rho\cos^2\tfrac\theta2,\qquad\lambda_-=\tfrac12(x\cdot y-\rho)=-\rho\sin^2\tfrac\theta2 .\tag{13}$$

The eigenvalue $\lambda_-$ is negative unless $\theta=0$, that is, unless $y$ is a positive multiple of $x$. Asymmetry therefore implies that the orbital $v\propto\hat x-\hat y$ has negative weight. This orbital lies on the positive side of $x$ and the negative side of $y$. The converse fails only at $\theta=\pi$, where $Z$ is symmetric and negative. The pole strength $\mathrm{tr}Z=x\cdot y=\rho\cos\theta$ is independent of the orbital basis and becomes negative for $\theta>\pi/2$. Diagonal elements $x_py_p$ depend on the basis, and a negative one appears when an axis of the basis falls between the two hyperplanes $v\cdot x=0$ and $v\cdot y=0$. Positive diagonals in the canonical basis prove nothing about positivity.

If symmetry confines $x$ and $y$ to two orbitals $p,q$, the asymmetry $\delta=Z_{pq}-Z_{qp}=x_py_q-x_qy_p$ is the two-dimensional cross product, $|\delta|=\rho\sin\theta$. From (13), $\lambda_+\lambda_-=-\rho^2\sin^2\tfrac\theta2\cos^2\tfrac\theta2=-\tfrac14\rho^2\sin^2\theta$, so

$$\lambda_+\lambda_-=-\tfrac14\delta^2,\qquad\lambda_++\lambda_-=\mathrm{tr}Z .\tag{14}$$

For $|\delta|\ll\mathrm{tr}Z$ this gives $\lambda_-\approx-\delta^2/(4\,\mathrm{tr}Z)$. The negative weight is quadratic in the asymmetry and, at fixed $\delta$, inversely proportional to the pole strength. Since $\delta$ varies from pole to pole, the strength alone does not fix it: in the tables of Section 11 the ratio $|\lambda_-|/\mathrm{tr}Z$ is about $0.7$ for the weak pole at $-0.665104$ Ha, about $9\times10^{-6}$ for the weaker one at $1.221185$ Ha, and about $1.4\times10^{-4}$ for the strong pole at $-0.376320$ Ha.

With real poles $\omega_k$, the retarded function gives

$$A_{vv}(\omega)=-\frac1\pi\mathrm{Im}\,v^TG(\omega+i\eta)v=\sum_kv^TS_kv\,\frac{\eta/\pi}{(\omega-\omega_k)^2+\eta^2}.$$

At $\omega=\omega_k$ the own term is $\lambda_-/(\pi\eta)$ and the others are of order $\eta$, so $A_{vv}<0$ for small enough $\eta$. At larger $\eta$ the tails of neighbouring poles may cover the negative peak without removing it. Symmetrizing $G$ removes $K$ and leaves $S$, and with it $\lambda_-$.

Two definitions of the spectral matrix that coincide for symmetric $G$ differ here. Write one term as $Zg$ with $g=1/(\omega-\omega_k+i\eta)=g'+ig''$. The elementwise form is $-\mathrm{Im}(Zg)/\pi=-(S+K)g''/\pi$. The anti-Hermitian part is

$$\frac{i}{2\pi}\left[(S+K)g-(S-K)g^*\right]=\frac{i}{2\pi}\left[2iSg''+2Kg'\right]=-\frac{Sg''}{\pi}+\frac{iKg'}{\pi}.$$

The second term decays only as $1/(\omega-\omega_k)$ and survives $\eta\to0$ away from the poles. Algorithms that assume $G(z)^\dagger=G(z^*)$, such as the extraction of a causal self-energy or hybridization function, do not apply without a stated modification. What holds is $G(z)^*=G(z^*)$ element by element.

## 10. Limits in which positivity returns

Let $n$ be large enough that $T$ and $\Lambda$ contain every rank the basis allows and that $P^\mp$ are complete (with $N_v$ virtual spin orbitals this requires $n\ge\min(N,N_v+1)$ for $P^-$ and $n\ge\min(N+1,N_v)$ for $P^+$, which can exceed the highest excitation rank $\min(N,N_v)$ by one), and let the exact normalized ground state $|\Psi_0\rangle$ be nondegenerate with $\langle\Phi|\Psi_0\rangle\ne0$. Then $|Q\rangle=0$, and on the solution belonging to the ground state $e^T|\Phi\rangle=\alpha|\Psi_0\rangle$. By Section 3, $\langle\Lambda|$ is a left eigenvector of $\bar H$ in the full space, so $\langle\tilde\Psi|=\langle\Lambda|e^{-T}$ is a left eigenvector of the symmetric $H$, proportional to $\langle\Psi_0|$, and the normalization fixes $\langle\tilde\Psi|=\langle\Psi_0|/\alpha$. In the same way, for a nondegenerate ion state $|k\rangle$, $e^TR_k=\beta|k\rangle$ and $L_ke^{-T}=\langle k|/\beta$. With real states,

$$x_p=L_ke^{-T}a_pe^{T}|\Phi\rangle=\frac\alpha\beta\langle k|a_p|\Psi_0\rangle,\qquad y_q=\langle\Lambda|e^{-T}a_q^\dagger e^{T}R_k=\frac\beta\alpha\langle\Psi_0|a_q^\dagger|k\rangle .$$

The two matrix elements are transposes of one another, so $y=(\beta/\alpha)^2x$, $\theta=0$, and $Z_{pq}=\langle k|a_p|\Psi_0\rangle\langle k|a_q|\Psi_0\rangle$ is symmetric and positive semidefinite. The attachment case is the same with $a_p$ and $a_p^\dagger$ exchanged. The proof uses exactness of the bra, the ket and the ion state together.

For a noninteracting Hamiltonian in its eigenorbitals, $T=\Lambda=0$, $M^\mp$ are diagonal, and the 1h and 1p states give poles at the orbital energies with residues $\delta_{pq}$ on the one orbital; all 2h1p and 2p1h states are dark. For two electrons, CCSD is exact for the ground state and $P^-$ is complete, because one electron sits either in an occupied orbital (1h) or in a virtual one (2h1p). The ionization residues are then symmetric and positive. The space $P^+$ lacks the 3p2h determinants as soon as three virtual spin orbitals are available, and the attachment residues have no such guarantee. An exact ground state is not sufficient.

For a real nondegenerate pole, an unsymmetric residue always gives some orbital a negative weight, while exact bra, ket and ion states together restore symmetry and positivity. What remains is to see the size of these effects in linear H$_4$ and what they require of an implementation.

Numbers in the example were calculated in double precision.
